# Tafel slopes of hydrogen evolution for three rate-limiting steps: a program that tests the result

```python
"""Tafel slopes of hydrogen evolution from a full steady-state rate model.

Result under test: b = (kT/e) ln(10) / alpha, with
  alpha = beta      slow Volmer step    (H+ + e- + site -> H*)
  alpha = 1 + beta  slow Heyrovsky step (H* + H+ + e- -> H2 + site)
  alpha = 2         slow Tafel step     (2 H* -> H2 + 2 sites)
at low coverage, with the Volmer step in pre-equilibrium in the last two.
Symbols: drive = -eta in volts (positive for hydrogen evolution),
x = e*drive/kT, beta = symmetry factor, theta = hydrogen coverage,
rates = exchange rates (Volmer, Heyrovsky, Tafel) per site in 1/s.
The model side solves the steady state numerically and differentiates it.
"""
import numpy as np
from scipy.optimize import brentq
from scipy import constants as const

T = 298.0
VT = const.k * T / const.e            # thermal voltage, V
LN10 = np.log(10.0)
G_ADS = 0.30                          # adsorption free energy, eV (rough)
SITES = 1.4e15                        # sites per cm2 (rough)
SITE_CHARGE = const.e * SITES         # C/cm2
FARADAY = const.e * const.N_A

# Rough transport data for a mildly stirred cell with 1 M acid
LAYER = 0.01                          # diffusion layer, cm
D_PROTON, C_PROTON = 9e-5, 1e-3       # cm2/s, mol/cm3
D_H2, C_H2 = 5e-5, 8e-7               # cm2/s, mol/cm3 (saturated)
RESISTANCE = 1.0                      # ohm cm2
J_PROTON = FARADAY * D_PROTON * C_PROTON / LAYER
J_H2 = 2 * FARADAY * D_H2 * C_H2 / LAYER


def steady_state(drive, rates, beta=0.5, g_ads=G_ADS, proton=1.0, h2=1.0):
    """Current density (A/cm2) and coverage from the steady-state balance."""
    x = drive / VT
    k0 = np.exp(-g_ads / VT)
    theta0 = k0 / (1 + k0)
    forward, backward = np.exp(beta * x), np.exp(-(1 - beta) * x)

    def step_rates(theta):
        u, w = theta / theta0, (1 - theta) / (1 - theta0)
        volmer = rates[0] * (proton * w * forward - u * backward)
        heyrovsky = rates[1] * (proton * u * forward - h2 * w * backward)
        tafel = rates[2] * (u * u - h2 * w * w)
        return volmer, heyrovsky, tafel

    def balance(theta):
        volmer, heyrovsky, tafel = step_rates(theta)
        return volmer - heyrovsky - 2 * tafel

    theta = brentq(balance, 0.0, 1.0, xtol=1e-25, rtol=1e-15, maxiter=1000)
    _, heyrovsky, tafel = step_rates(theta)
    return 2 * SITE_CHARGE * (heyrovsky + tafel), theta


def current(drive, rates, **options):
    return steady_state(drive, rates, **options)[0]


def transport_current(drive, rates, j_proton=J_PROTON):
    """Current with proton depletion and H2 supersaturation at the surface."""
    def mismatch(j):
        return current(drive, rates, proton=1 - j / j_proton,
                       h2=1 + j / J_H2) - j
    top = min(current(drive, rates), 0.999 * j_proton)
    return brentq(mismatch, 0.0, top, xtol=1e-20, rtol=1e-12, maxiter=500)


def slope(function, drive, resistance=0.0):
    """Numerical Tafel slope in mV/decade, with optional ohmic drop."""
    step = 5e-4
    high, low = function(drive + step), function(drive - step)
    change = 2 * step + resistance * (high - low)
    return 1000 * change / np.log10(high / low)


def ideal(alpha):
    return 1000 * VT * LN10 / alpha


# name: (exchange rates, alpha at beta=1/2, read drive,
#        occurrences of slow step per H2, electrons per slow step)
CASES = {
    "Volmer (then Heyrovsky)": ((1e-3, 1e2, 0.0), 0.5, 0.20, 1, 2),
    "Volmer (then Tafel)": ((1e-3, 0.0, 1e2), 0.5, 0.20, 2, 1),
    "Heyrovsky": ((1e3, 1e-3, 0.0), 1.5, 0.10, 1, 2),
    "Tafel": ((1e3, 0.0, 1e-3), 2.0, 0.10, 1, 2),
}
SLOW_RATE = 1e-3
K0 = np.exp(-G_ADS / VT)
THETA0 = K0 / (1 + K0)

print(f"Temperature {T:.0f} K; kT/e = {1000*VT:.3f} mV")
print(f"(kT/e) ln10 = {1000*VT*LN10:.2f} mV")
print(f"Adsorption free energy {G_ADS:.2f} eV; K0 = {K0:.3e}")
print(f"Site density {SITES:.1e} /cm2; charge {1e6*SITE_CHARGE:.1f} uC/cm2")
print(f"Slow exchange rate {SLOW_RATE:.0e} /s per site")
print("Fast exchange rate: 1e2 /s after slow Volmer, 1e3 /s for fast Volmer"
      if CASES["Tafel"][0][0] == 1e3 and CASES["Volmer (then Tafel)"][0][2]
      == 1e2 else "Fast exchange rates differ from the stated set")

for name, (rates, alpha, drive, nu, electrons) in CASES.items():
    def model(v, r=rates):
        return current(v, r)
    j, theta = steady_state(drive, rates)
    b = slope(model, drive)
    assert abs(b / ideal(alpha) - 1) < 0.005
    assert theta < 1e-3
    prefactor = electrons * SITE_CHARGE * SLOW_RATE
    assert abs(j / (prefactor * np.exp(alpha * drive / VT)) - 1) < 0.005
    # Back-reaction factor, tested where it is far from one
    small = 0.05
    factor = model(small) / (prefactor * np.exp(alpha * small / VT))
    assert abs(factor - (1 - np.exp(-2 * small / VT / nu))) < 1e-3
    print(f"{name} slow, eta = {-1000*drive:.0f} mV:")
    print(f"  slope formula {ideal(alpha):.2f}, model {b:.2f} mV/decade")
    print(f"  |j| = {1000*j:.4f} mA/cm2; coverage = {theta:.2e}")
    print(f"  back-reaction factor at -50 mV = {factor:.4f}")
    # Neglected transport and resistance for the same numbers
    def coupled(v, r=rates):
        return transport_current(v, r)
    b_transport = slope(coupled, drive)
    b_ohmic = slope(model, drive, RESISTANCE)
    assert abs(b_ohmic - b - 1000 * LN10 * RESISTANCE * j) < 0.02
    print(f"  slope with transport {b_transport:.2f}, "
          f"with resistance {b_ohmic:.2f} mV/decade")

# Volmer pre-equilibrium: coverage from the full model against K0 exp(x)
for name in ("Heyrovsky", "Tafel"):
    theta = steady_state(0.10, CASES[name][0])[1]
    ratio = theta / (1 - theta) / (K0 * np.exp(0.10 / VT))
    assert abs(ratio - 1) < 0.002
    print(f"{name} slow: coverage ratio / equilibrium value = {ratio:.5f}")
limit_drive = VT * np.log(0.01 / 0.99 / K0)
print(f"Pre-equilibrium coverage reaches 1% at {-1000*limit_drive:.0f} mV")

# Symmetry factor other than one half
for beta in (0.4, 0.6):
    values = []
    for name, alpha in (("Volmer (then Heyrovsky)", beta),
                        ("Heyrovsky", 1 + beta), ("Tafel", 2.0)):
        rates, _, drive, _, _ = CASES[name]
        b = slope(lambda v: current(v, rates, beta=beta), drive)
        assert abs(b / ideal(alpha) - 1) < 0.005
        values.append(b)
    print(f"beta = {beta}: V, H, T slopes = "
          + ", ".join(f"{b:.1f}" for b in values) + " mV/decade")

# Nearly full surface: strong binding removes the low-coverage laws
G_STRONG = -0.20
full_h = slope(lambda v: current(v, CASES["Heyrovsky"][0],
                                 g_ads=G_STRONG), 0.10)
plateau = (current(0.20, CASES["Tafel"][0], g_ads=G_STRONG)
           / current(0.10, CASES["Tafel"][0], g_ads=G_STRONG))
assert abs(full_h / ideal(0.5) - 1) < 0.01
assert abs(plateau - 1) < 0.01
print(f"Full surface (adsorption {G_STRONG:.2f} eV), Heyrovsky slow: "
      f"{full_h:.1f} mV/decade")
print(f"Full surface, Tafel slow: j(-200 mV)/j(-100 mV) = {plateau:.4f}")

# Volmer not fast enough: it takes over at higher drive
takeover_rates = (1.0, 0.0, 1e-3)
takeover = slope(lambda v: current(v, takeover_rates), 0.25)
assert abs(takeover / ideal(0.5) - 1) < 0.04
print(f"Volmer exchange {takeover_rates[0]:.0f} /s, Tafel "
      f"{takeover_rates[2]:.0e} /s, -250 mV: {takeover:.1f} mV/decade")

# Fast kinetics with slow H2 removal imitates the Tafel-step slope
fast = (1e6, 0.0, 1e2)
def h2_limited(v):
    return transport_current(v, fast, j_proton=np.inf)
imitation = slope(h2_limited, 0.06)
nernst = J_H2 * (np.exp(2 * 0.06 / VT) - 1)
assert abs(imitation / ideal(2) - 1) < 0.015
assert abs(h2_limited(0.06) / nernst - 1) < 0.03
print(f"Fast kinetics, slow H2 removal, -60 mV: {imitation:.2f} mV/decade")
print(f"Transport scales: protons {J_PROTON:.2f} A/cm2, "
      f"H2 {1000*J_H2:.2f} mA/cm2")
print(f"Resistance used {RESISTANCE:.1f} ohm cm2; layer {LAYER:.2f} cm")

# Diffuse layer by Gouy-Chapman theory, rough charge and capacitance
SIGMA, CAPACITANCE = -0.10, 0.20      # C/m2, F/m2
scale = np.sqrt(8 * 78.4 * const.epsilon_0 * const.k * T * 1000 * const.N_A)
def plane_potential(change):
    return 2 * VT * np.arcsinh((SIGMA + CAPACITANCE * change) / scale)
def log_rate(change, alpha):
    # Proton enrichment and reduced drive at the reaction plane, beta=1/2
    return -alpha * change / VT - 0.5 * plane_potential(change) / VT
h = 1e-4
share = (plane_potential(h) - plane_potential(-h)) / (2 * h)
layer_slopes = []
for alpha in (0.5, 1.5):
    b = 1000 * LN10 * 2 * h / (log_rate(-h, alpha) - log_rate(h, alpha))
    assert abs(b / ideal(alpha + 0.5 * share) - 1) < 1e-4
    layer_slopes.append(b)
print(f"Diffuse layer: charge {100*SIGMA:.0f} uC/cm2, "
      f"capacitance {100*CAPACITANCE:.0f} uF/cm2")
print(f"  share of potential {share:.4f}; V, H slopes = "
      f"{layer_slopes[0]:.1f}, {layer_slopes[1]:.1f} mV/decade")

# Repulsion between adsorbed atoms, free energy rising as REPULSION*theta
REPULSION = 0.30                      # eV per unit coverage (rough)
def repelled_coverage(x):
    return brentq(lambda t: np.log(t / (1 - t)) + REPULSION * t / VT
                  - np.log(K0) - x, 1e-12, 0.9, xtol=1e-18, rtol=1e-14)
x_read = 0.10 / VT
response = np.log(repelled_coverage(x_read + 0.01)
                  / repelled_coverage(x_read - 0.01)) / 0.02
assert 0.98 < response < 1.0
print(f"Repulsion {REPULSION:.2f} eV: d ln(theta)/dx = {response:.4f}")

# Warm bath and physical ceiling on the rate constants
T_WARM = 333.0
print(f"At {T_WARM:.0f} K: V, H, T slopes = " + ", ".join(
    f"{ideal(a)*T_WARM/T:.1f}" for a in (0.5, 1.5, 2.0)) + " mV/decade")
largest = CASES["Volmer (then Tafel)"][0][2] / THETA0**2
ceiling = const.k * T / const.h
assert largest < ceiling
print(f"Largest rate constant {largest:.2e} /s; kT/h = {ceiling:.2e} /s")
print("PASS")
```

It prints:

```
Temperature 298 K; kT/e = 25.680 mV
(kT/e) ln10 = 59.13 mV
Adsorption free energy 0.30 eV; K0 = 8.441e-06
Site density 1.4e+15 /cm2; charge 224.3 uC/cm2
Slow exchange rate 1e-03 /s per site
Fast exchange rate: 1e2 /s after slow Volmer, 1e3 /s for fast Volmer
Volmer (then Heyrovsky) slow, eta = -200 mV:
  slope formula 118.26, model 118.26 mV/decade
  |j| = 0.0220 mA/cm2; coverage = 3.58e-09
  back-reaction factor at -50 mV = 0.9796
  slope with transport 118.26, with resistance 118.31 mV/decade
Volmer (then Tafel) slow, eta = -200 mV:
  slope formula 118.26, model 118.16 mV/decade
  |j| = 0.0110 mA/cm2; coverage = 8.44e-06
  back-reaction factor at -50 mV = 0.8573
  slope with transport 118.16, with resistance 118.19 mV/decade
Heyrovsky slow, eta = -100 mV:
  slope formula 39.42, model 39.41 mV/decade
  |j| = 0.1543 mA/cm2; coverage = 4.14e-04
  back-reaction factor at -50 mV = 0.9796
  slope with transport 39.42, with resistance 39.77 mV/decade
Tafel slow, eta = -100 mV:
  slope formula 29.56, model 29.60 mV/decade
  |j| = 1.0793 mA/cm2; coverage = 4.14e-04
  back-reaction factor at -50 mV = 0.9795
  slope with transport 29.67, with resistance 32.08 mV/decade
Heyrovsky slow: coverage ratio / equilibrium value = 0.99995
Tafel slow: coverage ratio / equilibrium value = 0.99931
Pre-equilibrium coverage reaches 1% at -182 mV
beta = 0.4: V, H, T slopes = 147.8, 42.2, 29.6 mV/decade
beta = 0.6: V, H, T slopes = 98.5, 36.9, 29.6 mV/decade
Full surface (adsorption -0.20 eV), Heyrovsky slow: 118.1 mV/decade
Full surface, Tafel slow: j(-200 mV)/j(-100 mV) = 1.0004
Volmer exchange 1 /s, Tafel 1e-03 /s, -250 mV: 115.8 mV/decade
Fast kinetics, slow H2 removal, -60 mV: 29.29 mV/decade
Transport scales: protons 0.87 A/cm2, H2 0.77 mA/cm2
Resistance used 1.0 ohm cm2; layer 0.01 cm
Diffuse layer: charge -10 uC/cm2, capacitance 20 uF/cm2
  share of potential 0.0666; V, H slopes = 110.9, 38.6 mV/decade
Repulsion 0.30 eV: d ln(theta)/dx = 0.9948
At 333 K: V, H, T slopes = 132.1, 44.0, 33.0 mV/decade
Largest rate constant 1.40e+12 /s; kT/h = 6.21e+12 /s
PASS
```
